# Choosing the broadening and iteration count for electrode surface Green functions

In a model electrode built from layers 5 Å long, 766 layers must be included before the Green function at the surface settles to a relative error below \(10^{-6}\). Decimation reaches the same accuracy in 10 iterations. The two counts are linked by \(2^{10}=1024\geq 766>512=2^9\). This guide explains that link and what it implies for two settings of a transport calculation: the small imaginary energy \(\eta\) and the criterion for stopping the iteration.

## What the setting acts on

A calculation of current through a filament in an oxide needs the electrodes as open boundaries. If the orbitals at the end of the device region couple to the electrode surface through blocks \(A\) (device to electrode) and \(B\) (back), the electrode enters the device equations as the self-energy \(\Sigma=AGB\). Here \(G\) is the surface block of the Green function of the isolated, semi-infinite electrode. An error \(\delta G\) therefore gives \(\delta\Sigma=A\,\delta G\,B\).

The description is mean-field: electrons move independently in a fixed Hamiltonian \(H\), with overlap matrix \(S\). The algebra is in atomic units; numbers are in eV and Å. Divide the electrode into identical principal layers \(n=0,1,2,\dots\), with layer 0 at the surface, thick enough that each couples to its nearest neighbours only. Let \(h,s_0\) be the blocks of \(H,S\) within a layer, and \(t,s_1\) those from a layer to the next deeper one. With \(z=E+i\eta\), \(\eta>0\), define

\[
D=zs_0-h,\qquad \alpha=t-zs_1,\qquad \beta=t^\dagger-zs_1^\dagger .
\]

Then \(zS-H\) has diagonal blocks \(D\), blocks \(-\alpha\) above the diagonal and \(-\beta\) below it. With overlap and complex \(z\), \(\beta\) is not \(\alpha^\dagger\), because \(z\) is not conjugated in \(\beta\).

Write \(G_n\) for the block \(G_{n0}\) of \((zS-H)^{-1}\), so that \(G=G_0\). The first block column of \((zS-H)(zS-H)^{-1}=1\) reads

\[
DG_0=1+\alpha G_1,\qquad DG_n=\beta G_{n-1}+\alpha G_{n+1}\quad(n\geq1).
\]

## One iteration

Solve the equations of the odd layers:

\[
G_n=D^{-1}(\beta G_{n-1}+\alpha G_{n+1}),\qquad n\ \text{odd}.
\]

An even layer \(n\geq2\) has two odd neighbours. Inserting both gives

\[
DG_n=\beta D^{-1}(\beta G_{n-2}+\alpha G_n)+\alpha D^{-1}(\beta G_n+\alpha G_{n+2}).
\]

Moving the terms in \(G_n\) to the left,

\[
(D-\beta D^{-1}\alpha-\alpha D^{-1}\beta)G_n=\beta D^{-1}\beta\,G_{n-2}+\alpha D^{-1}\alpha\,G_{n+2}.
\]

The surface has one neighbour, hence one correction:

\[
(D-\alpha D^{-1}\beta)G_0=1+\alpha D^{-1}\alpha\,G_2 .
\]

These equations have the original form, except that the surface block now differs from the others. Call it \(D^s\). Starting from \(D^s_0=D_0=D\), \(\alpha_0=\alpha\), \(\beta_0=\beta\), the step can be repeated:

\[
\begin{aligned}
D^s_{i+1}&=D^s_i-\alpha_iD_i^{-1}\beta_i,\\
D_{i+1}&=D_i-\alpha_iD_i^{-1}\beta_i-\beta_iD_i^{-1}\alpha_i,\\
\alpha_{i+1}&=\alpha_iD_i^{-1}\alpha_i,\qquad \beta_{i+1}=\beta_iD_i^{-1}\beta_i .
\end{aligned}
\]

The inverses exist for \(\eta>0\) and positive definite \(S\). For a vector \(u\), the imaginary part of \(u^\dagger(zS-H)u\) is \(\eta u^\dagger Su\), which is positive unless \(u=0\). The same holds for every set of layers taken alone. It also survives elimination: given \(x\) on the surviving layers, choose the eliminated components of \(u\) to satisfy their own equations with zero source. Then \(u^\dagger(zS-H)u=x^\dagger M'x\), where \(M'\) is the reduced matrix, so \(M'\) has a positive imaginary part too. If \(s_{\min}>0\) is a lower bound on the spectrum of \(S\), all Green functions used here have norm at most \(1/(\eta s_{\min})\).

## What doubles

After \(i\) iterations the survivors are the layers \(0,N,2N,\dots\) with \(N=2^i\). Removing every second survivor doubles this spacing. If \(m_i\) layers are missing between neighbouring survivors, the next gap consists of two old gaps and the layer just removed:

\[
m_{i+1}=2m_i+1,\qquad m_0=0\quad\Rightarrow\quad m_i=2^i-1 .
\]

The number eliminated per gap thus runs 0, 1, 3, 7 and doubles up to the added one. The quantity that doubles without correction is \(N\), and \(N\) is also the thickness of electrode represented by \(D^s_i\).

To see this, eliminate layers 1 to \(N-1\) in one go. Let \(C\) be the Green function of these layers when isolated. They are driven by \(\beta G_0\) at one end and \(\alpha G_N\) at the other, so

\[
G_1=C_{11}\beta G_0+C_{1,N-1}\alpha G_N .
\]

Put this into \(DG_0=1+\alpha G_1\):

\[
(D-\alpha C_{11}\beta)G_0=1+\alpha C_{1,N-1}\alpha\,G_N .
\]

Block elimination of a given set of unknowns has one result, whatever the order. Comparison with \(D^s_iG_0=1+\alpha_iG_N\) gives, for \(i\geq1\),

\[
D^s_i=D-\alpha C_{11}\beta,\qquad \alpha_i=\alpha C_{1,N-1}\alpha .
\]

Now take an isolated slab of layers 0 to \(N-1\). Its equations are the same with \(G_N\) absent, so its surface Green function is

\[
g_N=(D^s_i)^{-1},\qquad N=2^i .
\]

For \(i=0\) this is \(D^{-1}\), a single layer. Stopping after \(i\) iterations therefore replaces the electrode by a slab of \(2^i\) layers. This was tested on a random model with three orbitals per layer, complex hopping and overlap, at \(z=0.2+0.3i\) eV. For slabs of 1 to 16 layers, the decimated blocks and direct inversion agreed to a relative \(2.5\times10^{-15}\).

The slab can also be grown one layer at a time by \(g_{N+1}=(D-\alpha g_N\beta)^{-1}\), which follows from eliminating the old slab behind a new surface layer. That step needs one inversion and two matrix products. A decimation step needs one factorization, two solves and four products. Both scale as the cube of the layer's matrix size, so the gain comes from the number of steps.

## The error of stopping

Layers \(n+1,n+2,\dots\) form an electrode identical to the original, driven at its surface by \(\beta G_n\). Hence

\[
G_{n+1}=G\beta\,G_n,\qquad G_N=T^NG,\qquad T=G\beta .
\]

The row equations, from \((zS-H)^{-1}(zS-H)=1\), give in the same way

\[
G_{0,n+1}=G_{0n}\,\alpha G,\qquad G_{0N}=GW^N,\qquad W=\alpha G .
\]

For a source on layer \(N\) instead of layer 0, the reduced surface equation is \(D^s_iG_{0N}=\alpha_iG_{NN}\). Therefore

\[
g_N\alpha_i=G_{0N}G_{NN}^{-1}=GW^NG_{NN}^{-1}.
\]

Multiplying \(D^s_iG=1+\alpha_iT^NG\) by \(g_N\) and inserting this result,

\[
G-g_N=g_N\alpha_iT^NG=G\,W^N\,G_{NN}^{-1}\,T^N\,G .
\]

Read from right to left, a wave enters at the surface, crosses \(N\) layers, and returns across \(N\) layers. The error is the echo from the back of the slab. In the random model, with a four-layer slab and a 300-layer stand-in for the electrode, both sides agreed to a relative \(3.3\times10^{-15}\).

The echo vanishes as \(N\) grows. The blocks \(T^nG\) form a column of a bounded inverse, so they are square-summable over \(n\) and tend to zero. Since \(G\) is invertible, \(T^n\) tends to zero on every vector, and all eigenvalues of \(T\) lie inside the unit circle. The row equations give the same for \(W\). The middle factor stays bounded, because

\[
G_{NN}^{-1}=D-\alpha G\beta-\beta\tilde g_N\alpha,
\]

where \(\tilde g_N\), the Green function at the inner face of the preceding \(N\)-layer slab, has norm at most \(1/(\eta s_{\min})\).

Suppose one mode dominates each of \(T\) and \(W\), with the same modulus \(|\lambda|\). This holds in the example below, where \(D\) is symmetric and \(\beta=\alpha^{\mathsf T}\), so that \(G\) is symmetric and \(W=T^{\mathsf T}\). For large \(N\),

\[
\|\alpha_i\|\propto|\lambda|^N,\qquad \frac{\|G-g_N\|}{\|G\|}\approx c\,|\lambda|^{2N}.
\]

The next iteration replaces \(N\) by \(2N\), which squares both powers.

## A case solved in closed form

With one orbital per layer and \(\alpha=\beta\), choose \(\lambda\) by \(D=\alpha(\lambda+\lambda^{-1})\), \(|\lambda|<1\). Suppose that after \(i\) steps \(D_i=\alpha_i(\lambda^N+\lambda^{-N})\), and call the bracket \(x\). Then

\[
\alpha_{i+1}=\frac{\alpha_i^2}{D_i}=\frac{\alpha_i}{x},\qquad
D_{i+1}=D_i-\frac{2\alpha_i^2}{D_i}=\frac{\alpha_i}{x}(x^2-2).
\]

Since \(x^2-2=\lambda^{2N}+\lambda^{-2N}\), the form is preserved with \(N\) doubled. One iteration squares the decay factor between neighbouring survivors.

The slab follows from \(u_N=\lambda^{-N}-\lambda^N\), which obeys \((\lambda+\lambda^{-1})u_{N+1}=u_{N+2}+u_N\). Try \(g_N=u_N/(\alpha u_{N+1})\). It is right for \(N=1\), because \(u_2/u_1=\lambda+\lambda^{-1}\), and \(D-\alpha^2g_N=\alpha u_{N+2}/u_{N+1}=1/g_{N+1}\) carries it to every \(N\). Hence

\[
g_N=\frac{\lambda}{\alpha}\,\frac{1-\lambda^{2N}}{1-\lambda^{2N+2}},\qquad G=\frac{\lambda}{\alpha},\qquad
\frac{G-g_N}{G}=\frac{\lambda^{2N}(1-\lambda^2)}{1-\lambda^{2N+2}} .
\]

At real energy inside the band, \(\lambda=e^{i\theta}\) and \(g_N=\sin N\theta/[\alpha\sin(N+1)\theta]\). This is real and for general \(\theta\) has no limit, because a finite slab has discrete standing waves. The electrode's continuous spectrum appears if \(N\to\infty\) is taken first and \(\eta\to0\) afterwards.

## How \(\eta\) sets the iteration count

Let \(k\) be the phase per atom, \(p\) the number of atoms per layer along the chain, and \(v=dE/dk>0\) for the wave travelling into the electrode. Inside a band, \(E(k+i\kappa)=E+i\eta\) gives to first order \(\kappa v=\eta\). Thus

\[
|\lambda|=e^{-p\kappa}\approx e^{-p\eta/v}.
\]

Requiring \(c|\lambda|^{2N}\leq\delta\) gives

\[
2^i\geq\frac{v}{2p\eta}\ln\frac{c}{\delta}.
\]

As long as this first-order estimate holds and \(c\) hardly changes, halving \(\eta\) doubles the required thickness and costs one more iteration. Close to a band edge this requires a smaller \(\eta\) than in the middle of the band. Tightening \(\delta\) costs less, since it enters through a logarithm inside another. With several propagating modes, the fastest one decays most slowly and sets the count.

At a band edge \(v=0\) and the estimate fails. For \(E(k)=E_0+b(k-k_0)^2\) at \(E=E_0\), the condition \(b(\Delta k)^2=i\eta\) gives \(\kappa=\sqrt{\eta/2|b|}\). If this mode sets the decay, and as long as \(c\gg\delta\), the required \(N\) grows roughly as \(\eta^{-1/2}\), and quartering \(\eta\) costs about one iteration. The growth is somewhat weaker than this power, because the prefactor also shrinks: in the closed form above it is \(|1-\lambda^2|\) for large \(N\), which vanishes as \(\eta^{1/2}\) at the band edge.

In a gap the modes decay even at \(\eta=0\), and the iteration converges there unless the energy meets a surface state, on the front or the back face of the slab, or a level of a slab that occurs on the way. At \(\eta=0\), a state on the back face can leave a lasting error even when the electrode's own surface has no state at that energy. For \(\eta>0\) this error dies out, but only once \(|\lambda|^{2N}\) is small compared with \(\eta\) measured in units of the hopping.

## The example in numbers

The electrode is a chain with one orbital per atom, on-site energy zero and spacing 2.5 Å. The hoppings to first and second neighbours are \(t_1=-1\) eV and \(t_2=-0.2\) eV, and the first-neighbour overlap is \(o=0.1\). Second-neighbour hopping requires two atoms per principal layer, so \(p=2\). With \(c_1=t_1-zo\),

\[
D=\begin{pmatrix}z&-c_1\\-c_1&z\end{pmatrix},\qquad
\alpha=\begin{pmatrix}t_2&0\\c_1&t_2\end{pmatrix},\qquad \beta=\alpha^{\mathsf T}.
\]

The zero is the third-neighbour coupling. The band is

\[
E(k)=\frac{2t_1\cos k+2t_2\cos2k}{1+2o\cos k},
\]

from −2 to 2 eV. At \(E=-0.5\) eV, \(k=1.154\) and \(v=2.155\) eV. For \(\eta=0.01\) eV,

\[
|\lambda|\approx e^{-2(0.01)/2.155}=0.99076,
\]

which agrees with the directly computed Bloch mode. The amplitude decay length is \(2.5\times2.155/0.01\approx539\) Å.

Errors below are Frobenius norms relative to the surface block of a 4096-layer chain at the same \(\eta\). At \(i=9\) (512 layers) the error is \(1.095\times10^{-4}\); at \(i=10\) it is \(8.18\times10^{-9}\). Its logarithm changes by −9.503, as \(2\times512\ln|\lambda|\) predicts. The logarithm of \(\|\alpha_i\|\) changes by −4.752, half as much.

The first value fixes the prefactor: \(c=1.095\times10^{-4}/e^{-9.503}\approx1.47\). For \(\delta=10^{-6}\),

\[
N\geq\frac{2.155}{4(0.01)}\ln(1.47\times10^6)\approx53.9\times14.2\approx765,
\]

against the 766 layers found by adding them singly. The next power of two is 1024, hence 10 iterations. With energy and target fixed, reducing \(\eta\) in four halvings to 0.000625 eV raises the count to 11, 12, 13 and 14.

The first iterations show no steady improvement: the error is 1.26 at \(i=0\), 3.64 at \(i=1\) and 1.75 at \(i=5\). At 32 layers \(|\lambda|^{2N}\) is still about 0.55, so the echo keeps more than half of its undamped strength. At \(i=11\) and \(i=12\) the error stays near \(2.6\times10^{-15}\), although the formula predicts about \(5\times10^{-17}\) at \(i=11\). The floor is comparable to the relative difference of \(1.6\times10^{-15}\) between the Bloch-mode and long-chain solutions, as expected from double-precision rounding.

At \(\eta=0\) and the same energy, successive results between iterations 10 and 20 still differ by up to 12 times the norm of the earlier one. At \(E=-2.5\) eV, below the band, four iterations at \(\eta=0\) bring the relative error below \(10^{-12}\), measured against a 100-layer slab.

The converged element on the first atom is \(-0.374-0.847i\) eV\(^{-1}\). Its spectral function, \(-\operatorname{Im}G/\pi\), is 0.270 eV\(^{-1}\), or 7.34 hartree\(^{-1}\). With overlap this is a diagonal matrix element, not the full atomic share of the density of states. The numerical output gives all iterations.

## Choosing the settings

**Choose \(\eta\) from the physics first.** In the eigenstates of the electrode, each level \(\varepsilon\) contributes to \(G\) with the factor \(1/(E-\varepsilon+i\eta)\). The spectral function is therefore the true one averaged over a Lorentzian of half-width \(\eta\). Take \(\eta\) well below the energy scale on which the electrode spectrum, and any device feature of interest, varies. Then reduce it and see whether the wanted current or density changes. More iterations at fixed \(\eta\) cannot remove this broadening.

**Set the iteration limit from \(\eta\).** Inside a band, use the estimate above with the largest \(v/p\) among the propagating modes, and leave a few iterations to spare. Within about \(\eta\) of a band edge that estimate is too low, because \(v\to0\) while the true decay stays near \(\kappa=\sqrt{\eta/2|b|}\); there use \(2^i\geq\ln(c/\delta)/(2p\kappa)\) with this \(\kappa\), and take the larger of the two counts. A limit that suits one \(\eta\) can be too low for a smaller one.

**Stop on the correction to the surface block.** The reduced equation for layer \(N\) gives \(G_N\approx D_i^{-1}\beta_iG\) once the couplings are small, so

\[
G-g_N\approx g_N\,\alpha_iD_i^{-1}\beta_i\,G .
\]

The product \(\alpha_iD_i^{-1}\beta_i\) is what the next iteration subtracts from \(D^s_i\). After multiplication from the left by \(g_N\), its norm indicates the size of the relative error, though not its exact value, provided the couplings have become small. That condition must be checked as well. Take a chain with two atoms per layer, different on-site energies, and a hopping within the layer weaker than the one between layers. At the on-site energy of the second atom the slab has a state on its back face. The correction is then zero at every step for \(\eta=0\), and proportional to \(\eta\) in the first steps for small \(\eta\), while the couplings grow and the relative error is of order one. A threshold on \(\|\alpha_i\|\) alone is an energy and not a relative error: at \(i=9\) the coupling is 0.018 eV while the relative error is \(1.1\times10^{-4}\).

**Check the principal layer.** If couplings reach beyond the neighbouring layer and are cut off, the iteration converges to the surface of a different electrode. Atomic layers altered by the interface belong in the device region, up to the depth where the blocks become periodic.

## Beside a real electrode

The spacing of 2.5 Å is close to interatomic distances in common metals, and a 4 eV band is of the order of a transition-metal d band; broad s–p bands are wider. A metal contact in a resistive switch has many orbitals per layer and many transverse momenta, so the single-chain spectral function should not be carried over to it. Real contacts also break the assumption of endless perfect periodicity: films end, and they contain grain boundaries and a disordered interface. For a perfectly reflecting back face at 640 Å, the model gives a relative change of 0.125 in the surface block at \(\eta=0.01\) eV. Disorder scatters this echo, and the effect of disorder on \(G\) is not determined here. Nor is \(\eta\) a substitute for it: a uniform \(\eta\) removes amplitude from the wave, whereas elastic scattering redirects it.

## Values computed for the example and the checks

```
GENERAL MODEL, 3 orbitals per layer, complex, with overlap
largest relative deviation, slab and blocks: 2.5e-15
relative deviation of exact error identity: 3.3e-15
EXAMPLE INPUTS
hopping t1 = -1.0 eV, t2 = -0.2 eV, overlap = 0.1
atom spacing = 2.5 A, layer length = 5.0 A
E = -0.50 eV, eta = 0.010 eV
band from -2.000 to 2.000 eV
DECIMATION: error is relative, in the Frobenius norm
 i  slab layers  eliminated/gap  slab (A)  |alpha| (eV)  error
 0        1            0           5.0     9.912e-01   1.255e+00
 1        2            1          10.0     1.720e+00   3.643e+00
 2        4            3          20.0     1.184e+00   7.424e-01
 3        8            7          40.0     1.078e+00   7.719e-01
 4       16           15          80.0     1.007e+00   9.591e-01
 5       32           31         160.0     1.346e+00   1.745e+00
 6       64           63         320.0     1.089e+00   3.439e-01
 7      128          127         640.0     6.303e-01   1.250e-01
 8      256          255        1280.0     1.905e-01   1.258e-02
 9      512          511        2560.0     1.763e-02   1.095e-04
10     1024         1023        5120.0     1.523e-04   8.177e-09
11     2048         2047       10240.0     1.137e-08   2.603e-15
12     4096         4095       20480.0     6.335e-17   2.579e-15
largest deviation from direct atomic slabs: 1.3e-14
deviation of Bloch-mode solution: 1.6e-15
DECAY
k = 1.15413 rad per atom, dE/dk = 2.15514 eV
|lambda| per layer: modes 0.9907628, estimate 0.9907628
amplitude decay length = 538.8 A
log error change, i = 9 to 10: -9.5028
predicted 1024 ln|lambda|: -9.5028
log coupling change, i = 9 to 10: -4.7515
COST for relative error below 1e-6
decimation iterations: 10
layers needed when added one at a time: 766
eta = 0.010000 eV: 10 iterations
eta = 0.005000 eV: 11 iterations
eta = 0.002500 eV: 12 iterations
eta = 0.001250 eV: 13 iterations
eta = 0.000625 eV: 14 iterations
REAL ENERGY, eta = 0
in band, largest relative change, i = 10 to 20: 11.66
at E = -2.5 eV, iterations to error 1e-12: 4
MAIN RESULT, first atom of the electrode
G = -0.374283 -0.847220 i 1/eV
-Im G/pi = 0.269679 1/eV = 7.33833 1/hartree
```
